The generalised Wigner terrace-width distribution from a Fokker-Planck equation

**Q:** Steps on a vicinal surface meander and repel one another. Why should one terrace width obey a closed equation of its own?

**A:** For two steps it does, if they sit in a parabolic trap. Let their positions be x₁ < x₂ and the terrace width w = x₂ − x₁. Take overdamped motion, with restoring rate κ > 0, a repulsion proportional to 1/w, and independent noise on each step:

dx₁ = [−κx₁ − g/(2w)] dt + √D dW₁
dx₂ = [−κx₂ + g/(2w)] dt + √D dW₂

Here dW₁ and dW₂ are Wiener increments of variance dt, so each step has diffusion constant D/2. Subtract the first line from the second. The trap terms give −κ(x₂ − x₁) = −κw and the repulsions add to g/w. The noise √D(dW₂ − dW₁) has variance D(dt + dt) = 2D dt. Hence

dw = (−κw + g/w) dt + √(2D) dW.

The density P(w,t) then obeys the Fokker-Planck equation, which is minus the divergence of drift times density, plus diffusion:

∂P/∂t = ∂/∂w [(κw − g/w)P] + D ∂²P/∂w².

**Q:** A real surface has many steps and no trap.

**A:** There the equation is a mean-field closure. The two edges of a terrace are treated explicitly, and the action of all other steps is replaced by the linear term −κw. That is an assumption, and its cost has to be measured separately.

**Q:** How many parameters really matter?

**A:** One, for the shape. Let L be the stationary mean width, still to be found, and set s = w/L and τ = Dt/L². Then ∂/∂t = (D/L²)∂/∂τ and ∂/∂w = (1/L)∂/∂s. Multiplying the equation by L²/D turns the drift bracket into

(L/D)[κLs − g/(Ls)] = (κL²/D)s − (g/D)/s.

Define ρ = g/D and b = κL²/(2D). From here on P is the density in s:

∂P/∂τ = ∂/∂s [(2bs − ρ/s)P] + ∂²P/∂s².

The condition that s has unit mean will tie b to ρ.

**Q:** You need a boundary condition at s = 0. What happens when the steps touch?

**A:** For ρ ≥ 1 they do not touch, and I assume this range. Near s = 0 the linear drift is negligible. The probability h(s) of reaching a small width ε before a larger width R then satisfies

h″ + (ρ/s)h′ = 0, so h′ ∝ s^(−ρ).

With h(ε) = 1 and h(R) = 0,

h(s) = ∫ₛᴿ u^(−ρ) du / ∫_εᴿ u^(−ρ) du.

As ε → 0 the denominator diverges if ρ ≥ 1, so h → 0. For 0 < ρ < 1 it stays finite, contact occurs, and a reflecting boundary would have to be imposed.

**Q:** Stationary does not mean free of current. Why may you set the flux to zero?

**A:** It follows from normalisation. Write the equation as ∂P/∂τ = −∂J/∂s with

J = (ρ/s − 2bs)P − P′.

In a stationary state J is constant. Let P₀ = s^ρ exp(−bs²), for which P₀′ = (ρ/s − 2bs)P₀, and put P = P₀C(s). The drift term cancels against P₀′C, leaving J = −P₀C′. Therefore

P(s) = P₀(s) [C₀ − J ∫₁ˢ du/P₀(u)].

To find the tail, compare the integral with 1/(2bsP₀). The derivative of the latter is

d/ds [1/(2bsP₀)] = (1/P₀)[1 − (ρ+1)/(2bs²)],

while the derivative of the integral is 1/P₀. The ratio of derivatives tends to 1, and so does the ratio of the functions, since both diverge. Thus

P(s) → −J/(2bs) for large s.

The integral of 1/s diverges logarithmically, so no normalisable stationary density has J ≠ 0. A numerical test for J = −1 and the example parameters used below gives 2bsP = 1.0028 at s = 20. The excess agrees with the next term, (ρ+1)/(2bs²) ≈ 0.0028.

With J = 0 the bracket is a constant, which I call a:

P_ρ(s) = a s^ρ exp(−bs²).

This is the generalised Wigner form. The power comes from the repulsion and the Gaussian from the restoring drift.

**Q:** Its mean is one only if you say so. What are a and b?

**A:** Substitute u = bs², so that ds = du/(2√(bu)):

I_k = ∫₀^∞ s^k exp(−bs²) ds = ½ b^(−(k+1)/2) Γ((k+1)/2).

Unit norm requires aI_ρ = 1, hence

a = 2b^((ρ+1)/2) / Γ((ρ+1)/2).

Unit mean requires I_(ρ+1)/I_ρ = b^(−1/2) Γ(ρ/2+1)/Γ((ρ+1)/2) = 1, hence

b = [Γ(ρ/2+1)/Γ((ρ+1)/2)]².

In dimensional terms κ = 2bD/L². If κ, g and D are given, this equation determines L. If L is given by the miscut, it determines κ. One cannot choose all four freely.

The same integrals give two moments needed later. Since Γ(x+1) = xΓ(x),

⟨s²⟩ = I_(ρ+2)/I_ρ = (ρ+1)/(2b),
⟨1/s⟩ = I_(ρ−1)/I_ρ = √b Γ(ρ/2)/Γ((ρ+1)/2) = 2b/ρ.

In the last step Γ(ρ/2) = (2/ρ)Γ(ρ/2+1), and the remaining ratio of gamma functions is √b. The variance is σ² = (ρ+1)/(2b) − 1. The maximum lies where ρ/s = 2bs, at s = √(ρ/(2b)).

**Q:** Does this behave sensibly for strong repulsion?

**A:** Yes. The second derivative of ln P_ρ is −ρ/s² − 2b, which equals −4b at the maximum. For large ρ the density is narrow, hence nearly Gaussian with variance 1/(4b). A narrow density of unit mean has its maximum near s = 1, so b ≈ ρ/2 and

σ² ≈ 1/(2ρ) for ρ ≫ 1.

Relative to their mean, the widths become uniform as the repulsion grows. At the other end of the range, ρ = 1 gives b = π/4 and a = π/2, a broad density that rises only linearly from contact.

**Q:** For two steps you can check the answer without the width equation. Does it agree?

**A:** The drifts of x₁ and x₂ are −∂U/∂x₁ and −∂U/∂x₂ with

U = ½κ(x₁² + x₂²) − ½g ln w.

Each step has diffusion constant D/2, so both flux components vanish for a joint density proportional to

exp(−2U/D) = w^(g/D) exp[−κ(x₁² + x₂²)/D].

With the centre X = (x₁ + x₂)/2 one has x₁² + x₂² = 2X² + w²/2. The integral over X gives a constant, and w^ρ exp[−κw²/(2D)] remains. Since κw²/(2D) = bs², this is the same law.

**Q:** So far ρ is a ratio of two kinetic constants. What does it have to do with the energy of the steps?

**A:** Equilibrium fixes it. Let the steps run along y with stiffness β and repulsion A/w² per unit length. In the small-slope approximation the free energy of a pair is

F = ∫ dy [½β(dx₁/dy)² + ½β(dx₂/dy)² + A/w²].

Over a short length dy, the weight exp(−F/k_BT) gives each step a Gaussian displacement of variance k_BT dy/β. The partition function Z(x₁,x₂;y) therefore obeys

∂Z/∂y = (k_BT/2β)(∂₁² + ∂₂²)Z − [A/(k_BT w²)]Z.

Since ∂₁ = ½∂_X − ∂_w and ∂₂ = ½∂_X + ∂_w, the sum of squares is 2∂_w² + ½∂_X². Multiplying the relative part of the generator by −β/(k_BT) gives

−∂²/∂w² + Ã/w², with Ã = Aβ/(k_BT)².

This operator alone has no normalisable ground state, since two free steps drift apart. A confinement must be added, from a trap or from the other steps. Far from the ends of long steps, the width density is then the square of the ground state ψ. Near contact the inverse-square term dominates any smooth confinement, so ψ ∝ w^q with q(q − 1) = Ã. The density then rises as w^(2q), and agreement with P_ρ requires ρ = 2q:

ρ(ρ − 2)/4 = Ã, so ρ = 1 + √(1 + 4Ã).

For Ã ≥ 0 the other root has q ≤ 0 and does not vanish at contact, so it is excluded for steps that cannot cross. At A = 0 one finds ρ = 2: the ban on crossing alone acts as an entropic repulsion. For Ã < −1/4 the root is complex and this description fails.

**Q:** You matched only the behaviour near contact. Why should the rest of the density match?

**A:** Because the Fokker-Planck operator contains the same pair Hamiltonian. Put v = ρ/s − 2bs and P = φψ with φ = √P_ρ, so φ′ = ½vφ. Then

(vφψ)′ = φ[v′ψ + ½v²ψ + vψ′],
(φψ)″ = φ[ψ″ + vψ′ + (½v′ + ¼v²)ψ].

The right side of the Fokker-Planck equation is the second line minus the first. The terms in ψ′ cancel:

∂ψ/∂τ = ψ″ − (½v′ + ¼v²)ψ.

Now v′ = −ρ/s² − 2b and v² = ρ²/s² − 4bρ + 4b²s², hence

½v′ + ¼v² = ρ(ρ−2)/(4s²) + b²s² − b(ρ+1).

So ∂ψ/∂τ = −[H − b(ρ+1)]ψ with

H = −d²/ds² + ρ(ρ−2)/(4s²) + b²s².

The inverse-square strength is Ã, and b²s² is a parabolic confinement. The ground state is √P_ρ, with eigenvalue b(ρ+1). Within this harmonic model the whole density matches, not just its rise. The argument relates stationary densities: y is a coordinate along the step, and nothing here derives the kinetics in time from F. In particular, g/w is an effective drift chosen to reproduce the equilibrium density. It is not the direct force from A/w², which varies as 1/w³, and it stays at 2D/w when A = 0. Nor need a point on a flexible step spread linearly in time, as the noise term assumes, so the times computed below belong to the model.

**Q:** Does an arbitrary initial distribution reach P_ρ, and how fast?

**A:** Write P = P_ρF. The flux becomes J = −P_ρF′, so a mode decaying as exp(−λτ) satisfies

F″ + (ρ/s − 2bs)F′ = −λF.

With u = bs², F′ = 2bs F_u and F″ = 2bF_u + 4bu F_uu. The drift term is (2bρ − 4bu)F_u. Collecting terms and dividing by 4b gives

u F_uu + [(ρ+1)/2 − u]F_u + (λ/4b)F = 0.

The solution that is singular at contact carries a flux through s = 0 and is excluded. The regular one, F = Σ c_k u^k, has

c_(k+1)/c_k = (k − λ/4b) / [(k+1)(k + (ρ+1)/2)].

If it does not terminate, it grows essentially as exp(u) and is not square-integrable with weight P_ρ. Termination at degree n gives

λ_n = 4bn, n = 0, 1, 2, …

and the Laguerre polynomials L_n^((ρ−1)/2)(bs²). These are complete for this weight, so every initial density with a finite norm ∫P²/P_ρ ds relaxes to P_ρ. The slowest rate in physical time is 4bD/L² = 2κ. It is 2κ and not κ because the first mode is linear in s², whereas a free coordinate in a parabolic well also has a mode linear in the coordinate.

**Q:** The miscut fixes the average width at all times. Does your equation respect that?

**A:** Not during relaxation. Multiply ∂P/∂τ = −∂J/∂s by s and integrate by parts, using P = 0 at both ends:

d⟨s⟩/dτ = ∫J ds = ρ⟨1/s⟩ − 2b⟨s⟩.

If all terraces start with s = 1, the initial slope is ρ − 2b. It is negative: 1/s is convex, so the stationary average ⟨1/s⟩ = 2b/ρ exceeds 1/⟨s⟩ = 1. The mean must first fall. As the widths spread, ⟨1/s⟩ grows and the repulsion brings the mean back.

The second moment is simpler. Multiplying by s² gives

d⟨s²⟩/dτ = 2∫sJ ds = 2ρ − 4b⟨s²⟩ − 2∫sP′ ds = 2(ρ+1) − 4b⟨s²⟩,

because ∫sP′ ds = −1. From equal terraces,

⟨s²⟩ = 1 + σ²[1 − exp(−4bτ)].

**Q:** Can the defect in the mean be repaired?

**A:** Replace the constant b in the drift by b(τ) = ρ⟨1/s⟩/(2⟨s⟩). Then d⟨s⟩/dτ = 0 by construction, at the price of an equation nonlinear in P. A stationary state has constant b, so the zero-flux argument again gives s^ρ exp(−bs²), and unit mean again fixes the same b. The stationary law survives, but the decay rates above belong to the linear equation.

**Q:** Put numbers in.

**A:** Take round model parameters, in nm, meV and s, since atomic units are awkward for mesoscopic steps: T = 600 K, β = 300 meV/nm, A = 15 meV nm, L = 5 nm and D = 1 nm²/s. Then k_BT = 51.704 meV and

Ã = 15 × 300 / 51.704² = 1.683,
ρ = 1 + √(1 + 4 × 1.683) = 3.78.

The gamma functions give b = 2.155 and a = 10.15. The kinetic constants consistent with this equilibrium are

κ = 2 × 2.155 × 1/5² = 0.172 s⁻¹,
g = ρD = 3.78 nm²/s.

The variance of s is 4.781/(2 × 2.1546) − 1 ≈ 0.109, so the standard deviation of the width is 1.65 nm. The Gaussian estimate 1/(4b) = 0.116 is about 6% above the full variance, and the simpler strong-repulsion form 1/(2ρ) = 0.132 is about 21% above it. The most probable width is 4.68 nm, below the mean of 5 nm because the squared position of the maximum, ρ/(2b), equals 1/⟨1/s⟩, and ⟨1/s⟩ exceeds 1 for a density of unit mean. With A = 0 the variance would be 0.178 and the standard deviation 5√0.178 = 2.11 nm. At fixed mean width, the energetic repulsion thus narrows the distribution by about a fifth. In a trap of fixed κ the mean would change instead: with L² = 2bD/κ, removing A gives L = 3.84 nm and a standard deviation of 1.62 nm, close to the original 1.65 nm.

**Q:** Is that density confirmed by anything other than the algebra that produced it?

**A:** A jump process on a grid, built from the local drift and diffusion without the stationary formula, gives a density that differs by less than 5 × 10⁻⁶ from P_ρ, whose value at s = 1 is 1.177. Its first decay rate is 8.618, against 4b = 8.619. Direct diagonalisation of the one-dimensional H, with Ã and the confinement b²s² as input, gives the ground eigenvalue 10.301, equal to b(ρ+1) at this precision. These tests check the solution of the model, not the closure.

**Q:** And the drifting mean?

**A:** The initial slope is 3.781 − 2 × 2.1546 = −0.528 per unit τ. The time unit is L²/D = 25 s. The mean falls to 0.985 after 1.8 s and then recovers, so the linear equation violates the miscut constraint by at most about 1.5% of L in this run. At the minimum the two terms of d⟨s⟩/dτ balance, which requires ⟨1/s⟩ = (2b/ρ)⟨s⟩ = 1.140 × 0.985 = 1.12. The spread has by then raised ⟨1/s⟩ most of the way from 1 to its stationary value 1.14. The slowest relaxation time is 1/(2κ) = 2.9 s. At τ = 0.50, or 12.5 s, the mean is 0.999 and ⟨s²⟩ is 1.108, close to the stationary 1.109.

**Q:** You still owe me the cost of the closure for a full array of steps.

**A:** It can be measured at ρ = 2, where the steps only avoid crossing. Such lines have the position density of free fermions in one dimension. At unit density the occupied wavenumbers satisfy |k| < π, so the correlation kernel is

K(x,y) = ∫ dk/(2π) exp[ik(x−y)] = sin[π(x−y)]/[π(x−y)].

For a determinantal state the probability that an interval of length s contains no step is the Fredholm determinant E(s) = det(1 − K), with K restricted to that interval.

To connect E with the width density p, place the left end of the interval at random. It falls in a terrace of width u with probability density u p(u), since the mean width is one. The interval then fits with probability (u − s)/u if u > s. Hence

E(s) = ∫ₛ^∞ (u − s)p(u) du.

Integrating over s and exchanging the order of integration gives

∫₀^∞ E ds = ∫₀^∞ p(u) du ∫₀ᵘ (u − s) ds = ½⟨u²⟩.

So the variance of the array is 2∫E ds − 1. Its numerical value is 0.1800. The Wigner form at ρ = 2 has b = 4/π and variance 3π/8 − 1 = 0.1781.

**Q:** Then the Wigner form is wrong for the array.

**A:** It is an approximation there, with a variance about 1% below the array value at ρ = 2. This comparison does not fix the error at ρ = 3.78, nor the error in other features such as the far tail. For the stated Fokker-Planck equation with ρ ≥ 1, and for two steps in a parabolic trap, P_ρ is the stationary law without approximation. The remaining values are in the numerical output.

Calculated quantities

```
temperature                        600 K
thermal energy kB T                51.704 meV
step stiffness beta                300 meV/nm
step repulsion A                   15 meV nm
mean terrace width L               5.0 nm
width diffusion constant D         1.0 nm^2/s
reduced repulsion Atilde           1.6833 (no unit)
exponent rho                       3.7809 (no unit)
constant b                         2.1546 (no unit)
constant a                         10.1498 (no unit)
restoring rate kappa               0.1724 1/s
repulsive drift strength g         3.7809 nm^2/s
variance of s                      0.1094 (no unit)
standard deviation of width        1.654 nm
most probable width                4.683 nm
stationary mean of 1/s             1.1398 (no unit)
P at s=0.5: formula, jump process 0.4309, 0.4309 (no unit)
P at s=1.0: formula, jump process 1.1768, 1.1768 (no unit)
P at s=1.5: formula, jump process 0.3688, 0.3688 (no unit)
P at s=2.0: formula, jump process 0.0252, 0.0252 (no unit)
largest density difference         4.3e-06 (no unit)
decay rate 1: 4bn, jump process    8.619, 8.618 (per unit tau)
decay rate 2: 4bn, jump process    17.237, 17.237 (per unit tau)
decay rate 3: 4bn, jump process    25.856, 25.855 (per unit tau)
pair ground energy: formula, grid  10.3010, 10.3010 (scaled)
time unit L^2/D                    25.0 s
slowest relaxation time 1/(2kappa) 2.901 s
initial slope of mean, rho - 2b    -0.5284 per unit tau
tau=0.02: mean s, mean s^2        0.9917, 1.0173 (no unit)
tau=0.05: mean s, mean s^2        0.9859, 1.0383 (no unit)
tau=0.10: mean s, mean s^2        0.9858, 1.0632 (no unit)
tau=0.20: mean s, mean s^2        0.9922, 1.0899 (no unit)
tau=0.50: mean s, mean s^2        0.9993, 1.1080 (no unit)
lowest transient mean of s         0.9850 (no unit)
time of lowest mean                1.80 s
flux tail ratio 2bsP at s=20, J=-1 1.0028 (no unit)
rho=2 variance, Wigner form        0.17810 (no unit)
rho=2 variance, infinite array     0.17999 (no unit)
```
